\section*{Computing the $Z_2$ invariant from Wilson loops, with a step criterion, part 2}

The task is to compute the $Z_2$ invariant $\nu$ of a two-dimensional insulator with time reversal $\Theta$, $\Theta^2=-1$. The reduced wavevector $k=(k_1,k_2)$ has period $2\pi$; phases are in radians and norms are operator norms. Bloch sums carry the reduced orbital positions $\tau$, and $V(G)=\mathrm{diag}\,e^{-iG\cdot\tau}$. The $n$ lowest bands are occupied, with direct gap $\Delta$, projector $P$ and orthonormal frame $u$; $A_j=i\,u^\dagger\partial_ju$ and $X_j=(1-P)\partial_ju$.

Transport $\psi'=\partial_1P\,\psi$, $\psi=uw$, around the loop along $k_1$ has eigenvalues $e^{i\theta_a}$ and transported eigenvectors $w_a(k_1)$. The discrete loop has $N$ points with spacing $h_1=2\pi/N$. The phases $\theta_a$, or centres, move at
\begin{equation}
\frac{d\theta_a}{dk_2}=-\oint w_a^\dagger F\,w_a\,dk_1,\qquad F=\partial_1A_2-\partial_2A_1-i[A_1,A_2].\label{eq:vel}
\end{equation}
They obey
\begin{equation}
\|X_j\|\le\frac{\|\partial_jH\|}{\Delta},\qquad \Big|\frac{d\theta_a}{dk_2}\Big|\le\oint\|F\|\,dk_1\le\oint\frac{2L_1L_2}{\Delta^2}\,dk_1 ,\label{eq:bound}
\end{equation}
for any $L_j\ge\sup_k\|\partial_jH\|$. For hops with spin matrix $T$ over reduced displacement $r$, $L_j=\max_p\sum_{\text{hops at }p}\|T\|\,|r_j|$ suffices.

Let $C$ be the signed number of crossings of a reference curve from $z_0$ at $k_2=0$ to $z_\pi$ at $k_2=\pi$, and $[\theta]_z$ the representative of $\theta$ in $(z,z+2\pi)$. Then $\nu=C\bmod2$ and
\begin{equation}
C=\frac1{2\pi}\Big(-\!\int_{\rm half}\!\mathrm{tr}F\,d^2k-\sum_a[\theta_a(\pi)]_{z_\pi}+\sum_a[\theta_a(0)]_{z_0}\Big).\label{eq:obs}
\end{equation}

On line $m$, $G_m\ge2\pi/n$ is the largest gap between computed phases $\theta_a^{(m)}$ and $z_m$ its midpoint. Tracking gives
\begin{equation}
(-1)^\nu=\prod_m\prod_a\mathrm{sgn}\Big[\sin\tfrac{\theta_a^{(m+1)}-z_m}2\,\sin\tfrac{\theta_a^{(m+1)}-z_{m+1}}2\Big].\label{eq:nu}
\end{equation}
This is exact if every step $h$ in $k_2$ satisfies
\begin{equation}
h\,h_1\sum_{l}\frac{2L_1L_2}{(\Delta_l-L_1h_1-2L_2h)^2}<\frac{G_m}2-2\varepsilon,\qquad \Delta_l-L_1h_1-2L_2h>0 .\label{eq:step}
\end{equation}
Here $\Delta_l$ is the gap at loop point $l$, and $\varepsilon$, estimated and not proved, bounds the error of the computed phases.

With inversion $\mathcal I$ (origin at its centre),
\begin{equation}
(-1)^\nu=\prod_\kappa(-1)^{n_-(\kappa)/2},\label{eq:FK}
\end{equation}
where $n_-(\kappa)$ counts occupied states odd under $V(2\kappa)\mathcal I$ at the time-reversal-invariant point $\kappa$. The multiplicity of the loop eigenvalue $-1$ is $\mathrm{mult}(-1)\equiv n_-(\pi,k_2)-n_-(0,k_2)\pmod4$.

\section{Reference model}

Energies are in units of the hopping $t$; the parameters are round model values. The lattice vectors are $a_1=(1,0)$, $a_2=(\frac12,\frac{\sqrt3}2)$, and $\tau_{A,B}=\mp(\frac16,\frac16)$, so the origin is a bond midpoint and $\mathcal I$ exchanges $A$ and $B$. The Kane-Mele blocks $H_{pq}$ are $t+i\lambda_R(s_xd_y-s_yd_x)$ on nearest bonds ($d$ the unit vector from $p$ to $q$, $s$ Pauli matrices), $i\lambda_{SO}\nu_{pq}s_z$ on second neighbours ($\nu_{pq}=\pm1$, the sense of the turn from $q$ to $p$), and $\pm\lambda_v$ on $A,B$. Both $\lambda_v$ and $\lambda_R$ change sign under $\mathcal I$, so \eqref{eq:FK} applies only at $\lambda_v=\lambda_R=0$, where it always gives $\nu=1$. To compare cases with both values of $\nu$, the check uses inversion-symmetric additions: a hopping $t_1$ on the bond through the origin, a second-neighbour term $\pm i\lambda_B(s_xd_y-s_yd_x)$ on $A,B$ that breaks $s_z$ conservation, and two layers coupled site to site by $g+ig_ss_x$.

At $\kappa$ the second-neighbour terms, proportional to $\sin(\kappa\cdot R)$ for lattice vectors $R$, vanish. The $AB$ block is $e^{i(k_1+k_2)/3}f$ with $f=t_1+te^{-ik_1}+te^{-ik_2}$, and the $AB$ element of $V(2\kappa)\mathcal I$ is $e^{i(\kappa_1+\kappa_2)/3}$. So $H(\kappa)=f(\kappa)V(2\kappa)\mathcal I$, the occupied pair has parity $-\mathrm{sgn}f$, and the gap is $2|f|$. At $(0,0),(\pi,0),(0,\pi),(\pi,\pi)$, $f=t_1+2t,\ t_1,\ t_1,\ t_1-2t$, so $(-1)^\nu=\mathrm{sgn}(t_1-2t)$ for $t_1>0$, as long as the gap is open elsewhere.

For $t_1=t$, $\lambda_B=0$, at $K=(4\pi/3,2\pi/3)$, $f=0$. The spin-orbit block on $A$ is $-2\lambda_{SO}s_z[\sin k_1+\sin(k_2-k_1)-\sin k_2]=m s_z$ with $m=3\sqrt3\lambda_{SO}$, and $-ms_z$ on $B$. The bonds from $A$ have angles $\phi=\frac\pi6,\frac{5\pi}6,\frac{3\pi}2$ and Bloch phases $\chi=\frac{2\pi}3,-\frac{2\pi}3,0$. The $A{\uparrow}B{\downarrow}$ Rashba element is $-\lambda_R\sum e^{i(\chi-\phi)}=-3i\lambda_R$, and the $A{\downarrow}B{\uparrow}$ element is $\lambda_R\sum e^{i(\chi+\phi)}=0$. The levels $m\pm\lambda_v$ mix into $m\pm\rho$, $\rho=\sqrt{\lambda_v^2+9\lambda_R^2}$, and $-m\pm\lambda_v$ remain. While $-m-\lambda_v$ is lowest,
\begin{equation}
\Delta_K=|2m-\lambda_v-\rho| .
\end{equation}
Setting $(2m-\lambda_v)^2=\lambda_v^2+9\lambda_R^2$ gives $4m^2-4m\lambda_v=9\lambda_R^2$, so $\lambda_v^c=m-9\lambda_R^2/4m$. That no other closing intervenes between the sampled parameters is not derived here.

\section{Worked example}

Take $\lambda_{SO}=0.15t$, $\lambda_R=0.2t$, $\lambda_v=0.3t$. Then $m=0.7794t$, $\lambda_v^c=0.7794-0.36/3.1177=0.6640t$, and $\Delta_K=1.5588-0.3-0.6708=0.5880t$. Three bonds with $\|T\|=\sqrt{1.04}\,t$ and $\sum|r_1|=4/3$, and six second neighbours with $\sum|r_1|=4$, give $L_1=1.3597+0.6=1.9597t=L_2$.

At $k_2=1.3$ the integrated transport equation gives $\theta=0.7739$ and $5.9746$ rad. The discrete loop differs from these by $2.0\times10^{-4}$ rad at $N=64$ and $5.0\times10^{-5}$ rad at $N=128$, a ratio of $4.01$. Equation \eqref{eq:vel} gives speeds $0.5327$ and $-0.6517$, matching finite differences to these digits. The two upper bounds in \eqref{eq:bound} are $0.721$ and $9.64$: the first is within $11\%$ of the larger speed, the second is $13$ times the first.

On $k_2=0$ the pair sits at $0.2443$, so $G_0=2\pi$, $z_0=0.2443+\pi=3.3859$, and the right side of \eqref{eq:step} is $\pi-0.1=3.0416$ for $\varepsilon=0.05$. With $N=64$ and smallest gap $2.0693t$, the denominators stay positive for $h<(2.0693-0.1924)/3.9194=0.479$, and the sum restricts this to $h=0.2175$ rad. The run takes 42 such steps and gives $\nu=1$.

The ten-line table in the output shows the flow. At $k_2=1.9635$ the centres are $1.2425$ and $5.0953$, so $G=3.8528$ and $z=3.1689$. At $2.1598$ they are $1.4347$ and $4.5457$; the inner gap $3.1110$ is now smaller than the outer one, $3.1722$, and $z$ jumps to $4.5457+1.5861=6.1318$. In \eqref{eq:nu}, $1.4347$ lies below both midpoints (sign $+$) and $4.5457$ between them (sign $-$). This is the only odd jump: the partners separate, and the upper one descends to meet the lower at $2.6114$. The phases quoted here come from loops of 64 or 128 points and move by up to $3\times10^{-4}$ rad on refinement; $2.6114$ becomes $2.6117$, which turns the numerator below into $-6.2832$. In \eqref{eq:obs} both end pairs are lifted by the same $2\pi$, so
\begin{equation}
C=\frac{-1.5485-2(2.6114-0.2443)}{2\pi}=\frac{-6.2827}{6.2832}=-1.000 .
\end{equation}

The numerical check asserts that \eqref{eq:nu} with \eqref{eq:step} agrees with \eqref{eq:FK} for seven values of $t_1$ and four bilayers, and with \eqref{eq:obs} and $\lambda_v<\lambda_v^c$ at six points without inversion. The bilayer with $t_1=1.0t$, $1.4t$ has $n_-=4,4,4,0$ and $\mathrm{mult}(-1)=0,4$: both layers wind and $\nu=0$. At $\lambda_v=0.72t$, $\nu$ is $1$ for $\lambda_R=0$ and $0$ for $\lambda_R=0.2t$, which resolves the Rashba shift of the boundary. The printed minimum gaps are minima over sampled points, hence upper bounds: $0.5890t$ against $\Delta_K=0.5880t$.

\section{Settings}

\paragraph{Points per loop.} Double $N$ until $L_1h_1\le\min_l\Delta_l/4$ and the phases at $N$ and $N/2$ differ by at most $\varepsilon$. The first condition keeps the $k_1$ part of the Weyl loss in \eqref{eq:step} below a quarter of the gap and reads $N\ge8\pi L_1/\min_l\Delta_l$; a line with gap $0.1106t$ needs $N\ge446$, thus $512$. In the $N^{-2}$ regime the error at $N/2$ is four times that at $N$, so the measured difference is three times the error. Unbounded growth of $N$ signals a gap below resolution, and no value of $\nu$ should then be returned. Even $N$ is needed only for the comparison with $N/2$. The grid $k_1=lh_1$ is symmetric under $k_1\to-k_1$ for any $N$ and preserves both symmetries, so Kramers pairs and the $-1$ multiplicity hold to rounding and make a check on the input.

\paragraph{Tolerance.} Since $G_m\ge2\pi/n$, $\varepsilon<\pi/2n$ guarantees a positive right side in \eqref{eq:step}. The value $0.05$ rad costs $0.1$ rad out of at least $\pi/4$ for $n=4$. For many bands, at fixed gaps and $L_j$, $\varepsilon$ and the worst-case step both shrink as $1/n$, so a smaller $\Theta$-closed group is cheaper if it is isolated by a comparable gap, but it returns the invariant of that group alone: the insulator's $\nu$ is the sum modulo two over all occupied groups, so the omitted bands must be known to be trivial; \eqref{eq:bound} as derived assumes all other bands lie above it.

\paragraph{Certified steps.} Near an isotropic massive Dirac point, $\Delta=2\sqrt{M^2+v^2q^2}$ and $\int dq_1\,\Delta^{-2}=\pi/(4v\sqrt{M^2+v^2q_2^2})$. Both this rate and the cap $h<\Delta/2L_2$ give $h\propto\sqrt{M^2+v^2q_2^2}$, so to leading order the number of steps $\int dq_2/h$ grows as $\ln(1/M)$. In the scan at $\lambda_R=0.2t$ it rises from 42 to 67 as the sampled gap falls from $0.589t$ to $0.111t$ on the $\nu=1$ side, and from 28 to 59 as it falls from $0.609t$ to $0.099t$ on the $\nu=0$ side. The growth is much slower than $1/\Delta$, but two points per side do not test the logarithm. This mode needs $L_j$, which is obtained here from the tight-binding form of $H$.

\paragraph{Endpoint rule.} When $L_j$ is unavailable, start from eight intervals and bisect a step whenever the displacement between the sorted phase lists, minimised over cyclic matchings, exceeds $G_m/4$. In the example the step $1.9635\to2.3562$ is split because $5.0953-3.9964=1.0989>0.9632$. The rule used 9 to 12 lines and agreed with the certified value in all 17 cases; these runs still chose $N$ with $L_1$, whereas without $L_1$ only the comparison of $N$ and $N/2$ remains, and that variant is not tested here. It is not a proof: a branch that advances by nearly $2\pi$ inside one step crosses $z_m$ and leaves both end spectra almost unchanged.

\paragraph{Fixed meshes.} The last jump always lands among Kramers pairs and is even, so one interval gives $\nu=0$ for any model. At $\lambda_R=0$, $\lambda_v=0.72t$, where $\nu=1$, every unchecked uniform mesh of 1 to 8 intervals returns $0$. A Dirac cone carries flux $\int\frac{Mv^2\,d^2q}{2(M^2+v^2q^2)^{3/2}}=\pi\,\mathrm{sgn}M$ up to orientation, $90\%$ of it within $|q|=10|M|/v$, so crossing the transition changes the half-zone flux by an amount approaching $2\pi$; the output has $2.87$ and $-2.97$ rad at $\lambda_v=0.6t$ and $0.72t$ for $\lambda_R=0.2t$. Lines far from the cone on that scale see shifts close to $+\pi$ and $-\pi$, which are nearly the same phase. That limit does not describe the eight meshes: their lines lie within a few $|M|/v$ of the cone, and for 3 and 6 intervals the line through $K$ splits the flux, so the shifts on the two sides of the transition differ by about $\pi$ only. What they share is one step at $K$ in which a centre moves by more than $G_m/2$ and crosses $z_m$, which \eqref{eq:nu} does not count; for eight intervals it moves by $2.8$ rad against $G_m/2=2.3$ rad. A fixed mesh should not be used without one of the two step rules.

\section*{Numbers as computed}
\begin{verbatim}
example: lso=0.15 t, lr=0.2 t, lv=0.3 t, EPS=0.05 rad
m=0.7794 t, critical lv=0.6640 t, gap at K=0.5880 t
k2=1.3 rad: theta(transport ODE)=0.773916, 5.974592 rad
loop error N=64: 2.001e-04, N=128: 4.991e-05 rad, ratio 4.009
dtheta/dk2 curvature: 0.5327, -0.6517; finite diff: 0.5327, -0.6517
velocity bounds: int||F||dk1=0.7210, int 2L1L2/gap^2 dk1=9.637
L1=1.9597 t, L2=1.9597 t; line k2=0: N=64, min gap=2.0693 t
G=6.2832, z=3.3859, budget=3.0416, certified first step=0.2175 rad
endpoint-rule run: k2, theta1, theta2, z (rad), jump parity
 0.0000 0.2443 0.2443 3.3859 0
 0.3927 0.1028 0.3861 3.3860 0
 0.7854 0.5372 6.2342 3.3857 0
 1.1781 0.7114 6.0482 3.3798 0
 1.5708 0.9340 5.7532 3.3436 0
 1.9635 1.2425 5.0953 3.1689 0
 2.1598 1.4347 4.5457 6.1318 1
 2.3562 1.6448 3.9964 5.9622 0
 2.7489 2.1026 3.1965 5.7911 0
 3.1416 2.6114 2.6114 5.7530 0
no inversion (lso=0.15 t): lr, lv (t), nu, steps, endpoint lines, min gap (t), flux (rad), obstruction
 0.20 0.30 1 42 10 0.5890 1.5485 -1.0000
 0.20 0.60 1 67 12 0.1106 2.8749 -1.0000
 0.20 0.72 0 59 9 0.0986 -2.9695 -0.0000
 0.20 1.00 0 28 9 0.6089 -2.1554 0.0000
 0.00 0.72 1 58 12 0.1191 3.2022 -1.0000
 0.00 0.90 0 38 9 0.2427 -2.5146 0.0000
lr=0, lv=0.72 t, unchecked uniform meshes of 1..8 intervals give nu = [0, 0, 0, 0, 0, 0, 0, 0]
inversion (lso=0.15, lb=0.1 t): t1 (t), n_odd at (0,0),(pi,0),(0,pi),(pi,pi),
 mult(-1) at k2=0,pi, Fu-Kane, nu, steps, endpoint lines, min gap (t)
 0.5 [2, 2, 2, 0] [0, 2] 1 1 32 9 1.0000
 1.0 [2, 2, 2, 0] [0, 2] 1 1 24 9 1.5597
 1.5 [2, 2, 2, 0] [0, 2] 1 1 25 9 1.0000
 1.8 [2, 2, 2, 0] [0, 2] 1 1 29 10 0.4000
 2.2 [2, 2, 2, 2] [0, 0] 0 0 22 9 0.4000
 2.5 [2, 2, 2, 2] [0, 0] 0 0 15 9 1.0000
 3.0 [2, 2, 2, 2] [0, 0] 0 0 10 9 2.0000
bilayers (g=0.2, gs=0.15, second lso=0.12 t): t1, t1', sign of second hopping
 1.0 1.4 +1 [4, 4, 4, 0] [0, 4] 0 0 42 10 0.9336
 1.0 3.0 -1 [2, 2, 2, 0] [0, 2] 1 1 48 10 1.5000
 3.0 3.0 -1 [2, 2, 2, 2] [0, 0] 0 0 11 9 2.0525
 3.0 1.4 +1 [4, 4, 4, 2] [0, 2] 1 1 54 11 1.1107
\end{verbatim}
